\section*{Why Thinner Dielectrics Have Broader Breakdown-Time Distributions}

\section{The question}

Many nominally identical capacitors are held under the same electrical stress, and the time at which each one first breaks down is recorded. When the failed fraction is plotted against the logarithm of time, films with a thinner dielectric give a more gradual curve. The early failures lie further below the typical failure time, measured as a ratio. Why should thickness control this spread, when the capacitors of each group are made alike and the defects that destroy them are created by the same process?

``Spread'' refers here to the width of the distribution of $\ln t$, or equivalently to ratios between percentiles of the failure time. The spread in seconds is a different quantity and is examined separately below.

\section{The mechanism: a path that needs several defects}

Stress creates defects in the dielectric. One defect does not connect the electrodes, but a chain of neighbouring defects reaching from one electrode to the other does, and the first such chain is taken to cause breakdown.

To make this quantitative, divide a film of thickness $d$ and area $A$ into cubic cells of side $a$, the distance over which one defect can bridge. The film then consists of
\begin{equation}
N=\frac{A}{a^2}\quad\text{columns, each with}\quad n=\frac{d}{a}\quad\text{cells.}
\end{equation}
At first let a path consist of one straight column, complete when all its $n$ cells are defective. Sideways steps are admitted later.

Defects are assumed to arise independently and with uniform probability throughout the film. The mean number per cell grows as a power of time,
\begin{equation}
g(t)=\left(\frac{t}{\tau}\right)^{\alpha},
\label{eq:g}
\end{equation}
where $\tau$ is the time at which there is on average one defect per cell. The exponent $\alpha$ and the cell size $a$ are taken to be the same for all thicknesses.

A cell counts as defective if it holds at least one defect. Divide the cell into $m$ small parts, each containing a defect with probability $g/m$. The probability that all parts are empty is $(1-g/m)^m$, which tends to $e^{-g}$ for large $m$. The occupancy, meaning the probability that a cell is defective, is therefore
\begin{equation}
\lambda=1-e^{-g}.
\label{eq:lambda}
\end{equation}

The cells of a column are independent, so the probability that a given column is complete is a product of $n$ equal factors:
\begin{equation}
p=\lambda^n .
\label{eq:p}
\end{equation}
This power carries the answer. If $\lambda$ rises by a small relative amount $\delta\lambda/\lambda$, then
\begin{equation}
\frac{\delta p}{p}=n\,\frac{\delta\lambda}{\lambda}.
\end{equation}
One per cent more defective cells makes a complete column about two per cent more probable when $n=2$, and about six per cent more probable when $n=6$. In the thick film the danger rises steeply as defects accumulate, and failures crowd into a short interval of $\ln t$. In the thin film it rises slowly, and failures are strung out.

\section{From the mechanism to the Weibull slope}

The film survives if none of its columns is complete. Columns share no cells, so their survival probabilities multiply, and the failed fraction $F$ obeys
\begin{equation}
1-F=(1-\lambda^n)^N .
\label{eq:F}
\end{equation}
Define $H=-\ln(1-F)$. Taking the logarithm of Eq.~\eqref{eq:F} gives
\begin{equation}
H=-N\ln(1-p)=N\left(p+\frac{p^2}{2}+\cdots\right)\approx N\lambda^n .
\label{eq:H}
\end{equation}
For small $p$, $H$ is thus the expected number of complete columns. The approximation is good in a large film whatever its thickness: at $H=1$, where $F=1-e^{-1}=63.2\%$, Eq.~\eqref{eq:H} gives $p=1-e^{-1/N}\approx1/N$.

The usual Weibull plot shows $W=\ln H$ against $\ln t$. From Eq.~\eqref{eq:H},
\begin{equation}
W\approx\ln N+n\ln\lambda .
\end{equation}
If cells are sparsely occupied, Eq.~\eqref{eq:lambda} gives $\lambda=g-g^2/2+\cdots\approx g$. Inserting Eq.~\eqref{eq:g},
\begin{equation}
W\approx\ln N+\alpha n\ln\frac{t}{\tau}.
\label{eq:W}
\end{equation}
This is a straight line. A Weibull law is defined by
\begin{equation}
F=1-\exp\left[-\left(\frac{t}{t_{63}}\right)^{\beta}\right],
\qquad
W=\beta\ln\frac{t}{t_{63}},
\end{equation}
and comparison of the coefficient of $\ln t$, and of the point where $W=0$, yields
\begin{equation}
\beta\approx\alpha n=\frac{\alpha d}{a},
\qquad
t_{63}\approx\tau N^{-1/\beta}.
\label{eq:beta}
\end{equation}
The number of columns shifts the line vertically, while the number of defects per path sets its slope. The time scale $\tau$ does not enter $\beta$. If $\tau$ also changed with thickness, the slope would keep this leading form.

\section{From the slope to the width}

For a randomly chosen capacitor, $F$ evaluated at its own failure time is uniformly distributed between 0 and 1. Consequently
\begin{equation}
P(H>h)=P(F>1-e^{-h})=e^{-h},
\end{equation}
so $H$ at failure is an exponential variable of unit mean. Its moments are
\begin{equation}
\langle H^s\rangle=\int_0^\infty h^s e^{-h}\,dh=\Gamma(1+s).
\label{eq:moments}
\end{equation}
Since $\langle H^s\rangle=\langle e^{s\ln H}\rangle$, the function $\ln\Gamma(1+s)$ generates the cumulants of $\ln H$. The variance is its second derivative at $s=0$:
\begin{equation}
\operatorname{Var}(\ln H)=\sum_{k=1}^{\infty}\frac1{k^2}=\frac{\pi^2}{6}.
\end{equation}
The Weibull law says $\ln H=\beta\ln(t/t_{63})$. Dividing the standard deviation of $\ln H$ by $\beta$ gives
\begin{equation}
\sigma_{\ln t}=\frac{\pi}{\sqrt6\,\beta}\approx\frac{\pi}{\sqrt6\,\alpha n}.
\label{eq:width}
\end{equation}
Within this approximation, halving the thickness doubles the logarithmic width.

The same fact can be read through percentiles. To raise $H$ by a factor $R$, the occupancy must rise by $R^{1/n}$, because $H\approx N\lambda^n$. Since $\lambda\approx(t/\tau)^\alpha$, the time must rise by
\begin{equation}
\frac{t_2}{t_1}\approx R^{1/(\alpha n)} .
\label{eq:ratio}
\end{equation}
A small $n$ makes this factor large.

\section{How good is the straight line?}

Equation~\eqref{eq:W} used two approximations, $p\ll1$ and $g\ll1$. The slope of the column model can be found without them. From $W=\ln N+\ln[-\ln(1-p)]$, the chain rule needs four factors:
\begin{align}
\frac{dW}{d\ln p}&=\frac{p}{(1-p)[-\ln(1-p)]}, &
\frac{d\ln p}{d\ln\lambda}&=n,\\
\frac{d\ln\lambda}{d\ln g}&=\frac{g e^{-g}}{1-e^{-g}}=\frac{g}{e^g-1}, &
\frac{d\ln g}{d\ln t}&=\alpha .
\end{align}
Their product is the local slope
\begin{equation}
\beta_{\rm loc}=\alpha n\,\frac{g}{e^g-1}\,
\frac{p}{(1-p)[-\ln(1-p)]}.
\label{eq:local}
\end{equation}
For small arguments the two correction factors are $1-g/2$ and $1+p/2$. In a large film $p\approx1/N$ is negligible at $t_{63}$, but $g$ need not be. There $\lambda\approx N^{-1/n}$, which is small only if $n\ll\ln N$. Thick films therefore have a slope below $\alpha n$, and the relative shortfall grows with thickness.

Two limits show what the formula contains. For $n=1$ we have $p=\lambda$, hence $p/(1-p)=e^g-1$ and $-\ln(1-p)=g$. The correction factors cancel and $\beta_{\rm loc}=\alpha$: a single defect is fatal, and the spread directly reflects the law of defect creation.

In the opposite limit, $n\gg\ln N$, the occupancy at $t_{63}$ approaches one:
\begin{equation}
\lambda\approx e^{-(\ln N)/n}\approx1-\frac{\ln N}{n},
\qquad
g=-\ln(1-\lambda)\approx\ln\frac{n}{\ln N}.
\end{equation}
Then $e^g-1\approx n/\ln N$, and Eq.~\eqref{eq:local} becomes
\begin{equation}
\beta_{\rm loc}\approx\alpha\ln N\,\ln\frac{n}{\ln N}.
\end{equation}
The slope still grows with thickness, but logarithmically instead of linearly. This limit belongs to isolated straight columns. Sideways connections, which are left out here, complete a path earlier, at low occupancy as well as at high. With them a wide film connects at an occupancy far below one whatever its thickness, so this limit is not reached and the logarithmic law does not carry over.

\section{Is it just counting noise?}

A tempting explanation is that a thin film contains few defects, so that their number fluctuates strongly. The total number of defects in the film does not bear this out. Let $K$ be the number of defective cells in the whole film at breakdown. When $K$ is large, $K\approx nN\lambda$, and $H\approx N\lambda^n$ gives
\begin{equation}
\ln K\approx\frac1n\ln H+\text{constant},
\qquad
\sigma_{\ln K}\approx\frac{\pi}{\sqrt6\,n}.
\end{equation}
This width does not shrink as the film area, and with it $K$, increases. Counting noise, of relative size about $1/\sqrt K$, does shrink.

Simulated films with 2500 columns show the difference. For $n=2$ there are on average 89 defective cells at breakdown. The width of $\ln K$ is 0.62, against a counting noise of 0.11. For $n=5$ the mean number is 2410, the width 0.26 and the counting noise 0.02. The simulated widths for $n=2$, 3 and 5 agree with $\pi/(\sqrt6\,n)$ to about 4\% of the predicted value.

At a given time, then, the total number of defects is fairly well determined. What varies from film to film is the number needed before some column happens to be filled, and this depends on where the defects fall. The small number that matters is the number per path.

\section{A worked comparison}

Take straight columns and round model parameters: $a=1$~nm, $\alpha=0.5$, $A=1~\mu\mathrm{m}^2$, and thicknesses of 2, 4 and 6~nm. The number of columns is
\begin{equation}
N=\frac{10^6~\mathrm{nm}^2}{1~\mathrm{nm}^2}=10^6,
\end{equation}
and $n=2$, 4 and 6. The leading slopes $\alpha n$ are 1, 2 and 3. All times are in units of a common $\tau$.

For the 6~nm film, the occupancy at 63.2\% failure is $\lambda\approx(10^{-6})^{1/6}=0.100$. Then $g=-\ln(1-0.100)=0.105$. Inverting Eq.~\eqref{eq:g} with $1/\alpha=2$ gives $t_{63}=g^2\tau=0.0111\,\tau$. The correction factor $g/(e^g-1)$ is 0.948, so the local slope is $3\times0.948=2.84$. The three films compare as follows.

\begin{center}
\begin{tabular}{cccccc}
$d$ (nm) & $n$ & $\lambda$ at $t_{63}$ & $t_{63}/\tau$ & $\beta_{\rm loc}$ & $\sigma_{\ln t}$\\
2 & 2 & 0.0010 & $1.00\times10^{-6}$ & 1.00 & 1.28\\
4 & 4 & 0.0316 & $1.03\times10^{-3}$ & 1.97 & 0.65\\
6 & 6 & 0.1000 & $1.11\times10^{-2}$ & 2.84 & 0.45
\end{tabular}
\end{center}

The widths come from integration over the full column distribution. Equation~\eqref{eq:width} with $\beta=\alpha n$ gives 1.28, 0.64 and 0.43. The differences grow with thickness because the occupancy does. One standard deviation in $\ln t$ is a factor $e^{1.28}=3.6$ in time for the thinnest film and $e^{0.45}=1.6$ for the thickest.

\subsection{The early failures}

Suppose that at most 0.01\% of the capacitors may fail. At this level $H\approx10^{-4}$, so reaching $H=1$ requires $R=10^4$. The occupancy must rise by
\begin{equation}
(10^4)^{1/2}=100,\qquad (10^4)^{1/4}=10,\qquad (10^4)^{1/6}=4.64
\end{equation}
in the three films. Because time varies as the square of $g$ when $\alpha=0.5$, the simple estimates of $t_{63}/t_{0.01\%}$ are $10^4$, 100 and 21.5. The full column distribution gives $1.00\times10^4$, 103 and 23.4.

In the 2~nm film the first 0.01\% thus fail at about one ten-thousandth of the characteristic time $t_{63}$. In the 6~nm film they fail at $1/23.4$, or 4\%, of it. A thin film can have an acceptable $t_{63}$ and still have a short guaranteed life.

\subsection{The effect of area}

A larger film offers more places for a path. Equation~\eqref{eq:beta} gives $t_{63}\propto A^{-1/\beta}$, so a hundredfold increase in area should shorten $t_{63}$ by $100^{1/\beta}$, that is by 100, 10 and 4.64. The full distribution gives 100, 10.2 and 4.91. The low slope which spreads the failures of one group also makes the thin film more sensitive to area. In both cases the small power $n$ requires a large change of time to compensate a given change in the expected number of complete columns.

\subsection{The spread in seconds}

The claim cannot be carried over to the absolute spread. Since $t=t_{63}H^{1/\beta}$ for a Weibull law, Eq.~\eqref{eq:moments} gives
\begin{equation}
\sigma_t=t_{63}\sqrt{\Gamma\!\left(1+\frac2\beta\right)-
\Gamma^2\!\left(1+\frac1\beta\right)} .
\end{equation}
For $\beta=1$ the root is $\sqrt{2-1}=1$, and $\sigma_t=t_{63}$. The full distributions give $\sigma_t=1.00\times10^{-6}\tau$, $4.9\times10^{-4}\tau$ and $3.8\times10^{-3}\tau$ for 2, 4 and 6~nm. Here the thinnest film has the smallest absolute spread, because its whole time scale is so much shorter. This comparison, unlike that of the slopes, depends on using the same $\tau$ for all three films.

\section{Paths that step sideways}

Real chains of defects need not be straight. Let cells be connected if they share a face, an edge or a corner. A path still has to visit each of the $n$ layers, so fewer than $n$ defective cells cannot connect the electrodes. Let $M$ be the number of paths with just $n$ cells. For a finite film with $V$ cells,
\begin{equation}
F=M\lambda^n(1-\lambda)^{V-n}+O(\lambda^{n+1})
\approx M\lambda^n
\qquad(\lambda\to0).
\end{equation}
Away from the edges, a cell touches nine cells of the next layer, so $M\approx N\,9^{\,n-1}$. Sideways steps multiply the number of paths and hasten breakdown, but leave the leading power equal to $n$. Replacing $N$ by $M$ in Eq.~\eqref{eq:beta} shortens $t_{63}$ by a factor of roughly $9^{(n-1)/(\alpha n)}$. For $\alpha=0.5$ this is 9, 27 and 39 for $n=2$, 4 and 6, so the absolute times in the worked comparison hold for straight columns only. The same is true of the finite-occupancy corrections found there. The occupancy 0.100 of the 6~nm example is about the level at which a lattice with these neighbours connects over arbitrarily long distances, and with sideways steps the film would fail much earlier, near $\lambda\approx M^{-1/6}\approx0.016$.

Complete enumeration of small two-dimensional strips, four cells wide and periodic sideways, confirms this. Each cell touches three in the next layer, and there are $4\times3^{n-1}=12$, 36 and 108 shortest paths for $n=2$, 3 and 4. The exponents found at $\lambda=10^{-4}$ are 2.00, 3.00 and 4.00.

At the occupancies where large films fail, the limit need not have been reached. Define an effective exponent by $\pi/(\sqrt6\,\sigma_{\ln\lambda})$, with $\lambda$ taken at breakdown. Three-dimensional simulations with $24\times24$ columns and 1000 samples per thickness give 1.9, 2.6 and 3.9 for $n=2$, 3 and 4. One standard error is about 3\% of each value, and a single run can be off by two or three times that, so the closeness of 3.9 to 4 carries no weight. All three values lie below $n$, but samples of this size do not establish how the deviation depends on $n$. The formula for separate columns does not apply directly here, because different paths can share cells and so do not fail independently; the causes of the individual deviations were not examined. The ordering with thickness persists in these three cases, but $\beta=\alpha n$ should be read as a low-occupancy law, not as a precise calibration of a real film.

\section{When the relation fails}

The integer that sets the slope is the number of independent events needed for a path. If defects were created in vertical pairs, each pair filling two cells at once, a column with an even number $n$ of cells could be completed by $n/2$ events. With the probability of each event growing as $t^\alpha$, the argument leading to Eq.~\eqref{eq:beta} would give a slope $\alpha n/2$. Clustering can thus broaden the distribution at fixed thickness. A change of $\alpha$ with thickness would likewise alter the comparison.

Variation between capacitors adds another contribution. Suppose $\tau$ differs from sample to sample, independently of where the defects fall. Because $\ln t=\ln\tau+\ln(t/\tau)$, the variances add:
\begin{equation}
\operatorname{Var}(\ln t)\approx\frac{\pi^2}{6\alpha^2n^2}
+\operatorname{Var}(\ln\tau).
\end{equation}
This form of the first term holds at low occupancy, where it falls as $1/n^2$. For straight columns in thicker films the contribution of defect placement falls more slowly, but it still decreases, whereas the second term need not. In a sufficiently thick film the variation of $\tau$ can dominate, and further thickening then hardly narrows the distribution. Manufacturing flaws and local thinning can also produce early failures outside this model.

The thickness dependence derived here therefore concerns intrinsic first breakdown by independent, uniformly placed defects. The numerical output following this text lists the values for the three films and for the simulated lattices.

\section*{Table of computed values}
\begin{verbatim}
alpha = 0.50; cell size = 1.0 nm
area = 1.0 um^2; columns = 1.000e+06
early failed fraction = 0.01 %
area enlargement factor = 100
Film 2.0 nm: n = 2, alpha*n = 1.00
  occupancy at t63 = 0.00100
  t63 = 1.0010e-06 tau; local slope = 0.9995
  std of ln t = 1.2830; pi/(sqrt(6)*alpha*n) = 1.2825
  absolute std of t = 1.0020e-06 tau
  occupancy ratio, 63.2% to early = 99.997
  time ratio t63/t_early = 10009.40; Weibull estimate = 9999.50
  t63 reduction for larger area = 100.090; Weibull estimate = 100.000
Film 4.0 nm: n = 4, alpha*n = 2.00
  occupancy at t63 = 0.03162
  t63 = 1.0326e-03 tau; local slope = 1.9680
  std of ln t = 0.6493; pi/(sqrt(6)*alpha*n) = 0.6413
  absolute std of t = 4.8592e-04 tau
  occupancy ratio, 63.2% to early = 10.000
  time ratio t63/t_early = 102.93; Weibull estimate = 100.00
  t63 reduction for larger area = 10.222; Weibull estimate = 10.000
Film 6.0 nm: n = 6, alpha*n = 3.00
  occupancy at t63 = 0.10000
  t63 = 1.1101e-02 tau; local slope = 2.8447
  std of ln t = 0.4467; pi/(sqrt(6)*alpha*n) = 0.4275
  absolute std of t = 3.7679e-03 tau
  occupancy ratio, 63.2% to early = 4.642
  time ratio t63/t_early = 23.40; Weibull estimate = 21.54
  t63 reduction for larger area = 4.914; Weibull estimate = 4.642
Column simulation: 6000 samples, 2500 columns
  n=2: mean defective cells at breakdown = 89.3
    std ln(count) = 0.6159; pi/(sqrt(6)*n) = 0.6413
    Poisson relative noise = 0.1058; max CDF difference = 0.0115
  n=3: mean defective cells at breakdown = 500.6
    std ln(count) = 0.4102; pi/(sqrt(6)*n) = 0.4275
    Poisson relative noise = 0.0447; max CDF difference = 0.0209
  n=5: mean defective cells at breakdown = 2410.3
    std ln(count) = 0.2570; pi/(sqrt(6)*n) = 0.2565
    Poisson relative noise = 0.0204; max CDF difference = 0.0193
Enumerated strips with sideways steps: width = 4 cells
  n=2: shortest paths = 12; low-occupancy exponent = 1.9998
  n=3: shortest paths = 36; low-occupancy exponent = 2.9998
  n=4: shortest paths = 108; low-occupancy exponent = 3.9997
3D simulation with sideways steps: 24 x 24 columns, 1000 samples
  n=2: std ln(occupancy) = 0.6889; effective exponent = 1.862
  n=3: std ln(occupancy) = 0.4958; effective exponent = 2.587
  n=4: std ln(occupancy) = 0.3308; effective exponent = 3.877
\end{verbatim}
